**Scale length of a double-gate film at fixed gate capacitance**

For a body of half-thickness $a$ and relative permittivity $\varepsilon_s$, between insulators of thickness $t$ and relative permittivity $\varepsilon_i$, the lateral decay length $\ell=1/k$ follows from the lowest root of $\tan(ka)\tan(kt)=\varepsilon_i/\varepsilon_s$. The program asserts that this root agrees with a finite-element eigenproblem, and that $\ell$ grows with $t$ over the sampled stacks of equal $C=\varepsilon_i/t$. It also asserts that the long-channel potential is the same for these stacks, and that removing the insulator's lateral permittivity restores a decay length set by $C$ and the body. Mode sums for the drain coupling at a gate length of 30 nm, for permittivities 4, 20 and 80 and both edge profiles, are compared with two-dimensional Laplace solutions; the largest deviation, relative to the two-dimensional value, is $6.2\times10^{-4}$. At an equivalent oxide thickness of 0.8 nm, $\ell$ rises from 2.89 nm for permittivity 4 to 10.43 nm for permittivity 80. At a fixed physical thickness of 4 nm, higher permittivity instead shortens $\ell$. If the potential on the insulator's end face falls over 0.8 nm, the thick stack has the smaller coupling at a gate length of 12 nm and the larger one at 30 nm, with a crossover at 17.5 nm.

## Verification by program

```python
"""Equal gate capacitance does not imply equal short-channel control.

Result under test: in a symmetric double-gate film the drain disturbance
decays laterally with length ell = 1/k, where k is the lowest root of
    tan(k a) tan(k t) = eps_i / eps_s .
At fixed capacitance C = eps_i / t, ell grows with physical thickness t.
a: half body thickness, t: insulator thickness (nm); eps_s, eps_i: relative
permittivities of body and insulator; C is in units of eps_0 per nm.
L: gate length; s: distance over which the potential on the end face of the
insulator falls linearly from the drain value to the gate value.
Coupling: mid-channel potential change per unit change of drain potential.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, kron
from scipy.sparse.linalg import spsolve

A = 2.5
EPS_S = 12.0
EPS_REF = 4.0
EOT = 0.8
C = EPS_REF / EOT
KAPPAS = [4.0, 10.0, 20.0, 40.0, 80.0]
L_MAIN = 30.0
L_SHORT = 12.0
S_SHORT = 0.8
TARGET = 0.02


# ---------- derived formulas ----------
def characteristic(k, eps, t):
    return (EPS_S * np.sin(k * A) * np.sin(k * t)
            - eps * np.cos(k * A) * np.cos(k * t))


def lowest_k(eps, t):
    top = min(np.pi / (2 * A), np.pi / (2 * t))
    return brentq(characteristic, 1e-9, top, args=(eps, t), xtol=1e-14)


def eot_only_k():
    return brentq(lambda k: EPS_S * k * np.tan(k * A) - C,
                  1e-9, np.pi / (2 * A) * (1 - 1e-9), xtol=1e-14)


def amplitude(k, eps, t, s):
    """Mid-plane amplitude of one mode at the drain."""
    body, ins = np.sin(k * t), np.cos(k * A)
    overlap = eps * ins * (np.sin(k*t) - np.sin(k*(t - s))) / (k*k*s)
    norm = (EPS_S * body**2 * (A / 2 + np.sin(2*k*A) / (4*k))
            + eps * ins**2 * (t / 2 - np.sin(2*k*t) / (4*k)))
    return body * overlap / norm


def mode_set(eps, t, s):
    """All even modes with k < 3 per nm; the rest are negligible here."""
    grid = np.linspace(1e-3, 3.0, 4001)
    f = characteristic(grid, eps, t)
    ks = np.array([brentq(characteristic, grid[i], grid[i + 1],
                          args=(eps, t), xtol=1e-14)
                   for i in np.where(f[:-1] * f[1:] < 0)[0]])
    return ks, amplitude(ks, eps, t, s)


def coupling(modes, length):
    ks, bs = modes
    return float(np.sum(bs / (2 * np.cosh(ks * length / 2))))


# ---------- independent finite-element calculation ----------
def fe_matrices(h, stiff, mass):
    n = len(h)
    K, M = np.zeros((n + 1, n + 1)), np.zeros((n + 1, n + 1))
    for i in range(n):
        K[i:i+2, i:i+2] += stiff[i] / h[i] * np.array([[1, -1], [-1, 1]])
        M[i:i+2, i:i+2] += mass[i] * h[i] / 6 * np.array([[2, 1], [1, 2]])
    return K, M


def stack(t, eps_y, eps_x, body_mass=EPS_S, n_body=50, n_ins=80):
    """Half stack from symmetry plane to gate; the gate node is removed."""
    h = np.r_[np.full(n_body, A / n_body), np.full(n_ins, t / n_ins)]
    stiff = np.r_[np.full(n_body, EPS_S), np.full(n_ins, eps_y)]
    mass = np.r_[np.full(n_body, body_mass), np.full(n_ins, eps_x)]
    K, M = fe_matrices(h, stiff, mass)
    y = np.r_[0.0, np.cumsum(h)]
    return K[:-1, :-1], M[:-1, :-1], y[:-1]


def ell_fe(t, eps_y, eps_x):
    K, M, _ = stack(t, eps_y, eps_x)
    n = len(K)
    top = eigh(M, K, eigvals_only=True, subset_by_index=[n - 1, n - 1])
    return float(np.sqrt(top[0]))


def coupling_fe(eps, t, s, length, nx=200):
    """Two-dimensional Laplace problem, source and gates at zero."""
    Ky, My, y = stack(t, eps, eps)
    Kx, Mx = fe_matrices(np.full(nx, length / nx), np.ones(nx), np.ones(nx))
    g = np.interp(y, [0.0, A, A + s], [1.0, 1.0, 0.0])
    inner = slice(1, nx)
    matrix = (kron(csr_matrix(Kx[inner, inner]), csr_matrix(My))
              + kron(csr_matrix(Mx[inner, inner]), csr_matrix(Ky))).tocsc()
    rhs = -(np.kron(Kx[inner, nx], My @ g) + np.kron(Mx[inner, nx], Ky @ g))
    phi = spsolve(matrix, rhs).reshape(nx - 1, len(y))
    return float(phi[nx // 2 - 1, 0])


# Long-channel test: a non-uniform body charge 1 + y gives the same potential.
charge_total = A + A**2 / 2
centre_expected = charge_total / C + (A**2 / 2 + A**3 / 6) / EPS_S
for kap in KAPPAS:
    K, M, y = stack(kap / C, kap, 0.0, body_mass=1.0)
    centre = np.linalg.solve(K, M @ (1 + y))[0]
    assert abs(centre / centre_expected - 1) < 1e-8

# Decay lengths: mode equation against the discretized eigenproblem.
ell = {kap: 1 / lowest_k(kap, kap / C) for kap in KAPPAS}
ell_num = [ell_fe(kap / C, kap, kap) for kap in KAPPAS]
for kap, value in zip(KAPPAS, ell_num):
    assert abs(value / ell[kap] - 1) < 3e-4
    assert value > 2 * (kap / C) / np.pi
assert np.all(np.diff(ell_num) > 0)

# Mechanism: without lateral permittivity in the insulator only C matters.
ell_eot = 1 / eot_only_k()
ell_no_lateral = [ell_fe(kap / C, kap, 0.0) for kap in KAPPAS]
assert np.allclose(ell_no_lateral, ell_eot, rtol=3e-4)

# Anisotropic layers with equal C and equal eps_x * t share one decay length.
P = 20.0 * 4.0
for t_aniso in (1.0, 4.0, 12.0):
    assert abs(ell_fe(t_aniso, C * t_aniso, P / t_aniso) / ell[20.0] - 1) < 3e-4

# Very high permittivity at fixed capacitance: asymptotic decay length.
kap_big = 400.0
t_big = kap_big / C
ell_big = ell_fe(t_big, kap_big, kap_big)
ell_asym = 2 / np.pi * (t_big + EPS_S * A / kap_big)
assert abs(ell_big / ell_asym - 1) < 2e-4
t_huge = 4000.0 / C
b_huge = amplitude(lowest_k(4000.0, t_huge), 4000.0, t_huge, t_huge)
assert abs(b_huge / (8 / np.pi**2) - 1) < 0.01

# Fixed physical thickness: higher permittivity shortens the decay length.
T_FIXED = 4.0
fixed_t = [ell_fe(T_FIXED, kap, kap) for kap in (4.0, 20.0, 80.0)]
assert np.all(np.diff(fixed_t) < 0)

# Drain coupling: mode sums against the two-dimensional solution.
wide = {kap: mode_set(kap, kap / C, kap / C) for kap in KAPPAS}
short = {kap: mode_set(kap, kap / C, S_SHORT) for kap in KAPPAS}
worst = 0.0
for kap in (4.0, 20.0, 80.0):
    for modes, s in ((wide[kap], kap / C), (short[kap], S_SHORT)):
        reference = coupling_fe(kap, kap / C, s, L_MAIN)
        worst = max(worst, abs(coupling(modes, L_MAIN) / reference - 1))
assert worst < 5e-3

# Short edge drop: the order of the two stacks reverses with gate length.
thin_12 = coupling_fe(4.0, 4.0 / C, S_SHORT, L_SHORT)
thick_12 = coupling_fe(80.0, 80.0 / C, S_SHORT, L_SHORT)
assert thick_12 < thin_12
assert coupling(short[80.0], L_MAIN) > coupling(short[4.0], L_MAIN)
L_cross = brentq(lambda x: np.log(coupling(short[80.0], x)
                                  / coupling(short[4.0], x)),
                 L_SHORT, L_MAIN)
needed = {kap: brentq(lambda x: coupling(wide[kap], x) - TARGET, 5.0, 300.0)
          for kap in KAPPAS}

# ---------- printed example ----------
cap = constants.epsilon_0 * C * 1e9 * 100
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
print(f"body thickness = {2*A:.1f} nm, body permittivity = {EPS_S:.0f}")
print(f"EOT = {EOT:.1f} nm, reference permittivity = {EPS_REF:.0f}")
print(f"capacitance per gate = {cap:.2f} microfarad/cm^2")
print(f"C/eps_0 = {C:.2f} 1/nm")
print(f"EOT-only decay length = {ell_eot:.3f} nm")
print("permittivity | t (nm) | decay length (nm) | bound 2t/pi (nm)")
for kap in KAPPAS:
    t = kap / C
    print(f"{kap:5.0f} | {t:5.1f} | {ell[kap]:7.3f} | {2*t/np.pi:7.3f}")
print(f"decay length ratio, 80 to 4 = {ell[80.0]/ell[4.0]:.2f}")
print(f"decay length, permittivity 4 = {ell[4.0]/bohr_nm:.1f} bohr")
print(f"decay length, permittivity 80 = {ell[80.0]/bohr_nm:.1f} bohr")
print(f"permittivity {kap_big:.0f}, t = {t_big:.0f} nm:")
print(f"  decay length = {ell_big:.3f} nm, asymptote = {ell_asym:.3f} nm")
print(f"fixed t = {T_FIXED:.0f} nm, permittivity 4, 20, 80: decay lengths")
print("  " + ", ".join(f"{v:.3f}" for v in fixed_t) + " nm")
print("First-mode amplitude b1 (dimensionless)")
print("permittivity | edge drop over t | edge drop over 0.8 nm")
for kap in KAPPAS:
    print(f"{kap:5.0f} | {wide[kap][1][0]:.4f} | {short[kap][1][0]:.4f}")
print(f"limit of b1, edge drop over t = {8/np.pi**2:.4f}")
print(f"Drain coupling at L = {L_MAIN:.0f} nm (dimensionless)")
print("permittivity | edge drop over t | edge drop over 0.8 nm")
for kap in KAPPAS:
    print(f"{kap:5.0f} | {coupling(wide[kap], L_MAIN):.5f}"
          f" | {coupling(short[kap], L_MAIN):.5f}")
print(f"largest relative deviation from 2D solution = {worst:.1e}")
print(f"Gate length for coupling {TARGET:.2f}, edge drop over t")
for kap in KAPPAS:
    print(f"  permittivity {kap:3.0f}: L = {needed[kap]:.1f} nm")
print(f"Edge drop over {S_SHORT:.1f} nm, L = {L_SHORT:.0f} nm, 2D coupling:")
print(f"  permittivity 4: {thin_12:.4f}, permittivity 80: {thick_12:.4f}")
print(f"crossover gate length, 80 against 4 = {L_cross:.1f} nm")
print("all good")
```

Output:

```
body thickness = 5.0 nm, body permittivity = 12
EOT = 0.8 nm, reference permittivity = 4
capacitance per gate = 4.43 microfarad/cm^2
C/eps_0 = 5.00 1/nm
EOT-only decay length = 2.863 nm
permittivity | t (nm) | decay length (nm) | bound 2t/pi (nm)
    4 |   0.8 |   2.890 |   0.509
   10 |   2.0 |   3.038 |   1.273
   20 |   4.0 |   3.608 |   2.546
   40 |   8.0 |   5.601 |   5.093
   80 |  16.0 |  10.429 |  10.186
decay length ratio, 80 to 4 = 3.61
decay length, permittivity 4 = 54.6 bohr
decay length, permittivity 80 = 197.1 bohr
permittivity 400, t = 80 nm:
  decay length = 50.977 nm, asymptote = 50.977 nm
fixed t = 4 nm, permittivity 4, 20, 80: decay lengths
  6.106, 3.608, 2.869 nm
First-mode amplitude b1 (dimensionless)
permittivity | edge drop over t | edge drop over 0.8 nm
    4 | 1.1282 | 1.1282
   10 | 1.1474 | 1.0644
   20 | 1.1240 | 0.7532
   40 | 0.9570 | 0.2930
   80 | 0.8524 | 0.0980
limit of b1, edge drop over t = 0.8106
Drain coupling at L = 30 nm (dimensionless)
permittivity | edge drop over t | edge drop over 0.8 nm
    4 | 0.00629 | 0.00629
   10 | 0.00824 | 0.00764
   20 | 0.01758 | 0.01180
   40 | 0.06552 | 0.02039
   80 | 0.19322 | 0.02416
largest relative deviation from 2D solution = 6.2e-04
Gate length for coupling 0.02, edge drop over t
  permittivity   4: L = 23.3 nm
  permittivity  10: L = 24.6 nm
  permittivity  20: L = 29.1 nm
  permittivity  40: L = 43.3 nm
  permittivity  80: L = 78.3 nm
Edge drop over 0.8 nm, L = 12 nm, 2D coupling:
  permittivity 4: 0.1393, permittivity 80: 0.1006
crossover gate length, 80 against 4 = 17.5 nm
all good
```
